# Zone-boundary phonon of a plane-wave chain: frozen displacement and linear response: test program

```python
# Result under test: for an insulating one-dimensional chain in plane waves,
# the zone-boundary force constant C(pi/a) from ions frozen at +u, -u in a
# doubled cell equals the one from self-consistent linear response in the
# primitive cell, provided the k-meshes fold onto each other.
# Hartree atomic units. a: lattice constant; Z: ion charge = electrons per cell;
# w(q): transform of the interaction A exp(-kappa|x|); g(q): Gaussian ion shape;
# n: electron density; local model energy density: -c n^(4/3); M: ion mass.
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants

a, Z, A, kappa, sigma, c = 3.0, 2.0, 1.0, 0.4, 0.5, 0.3
M, CUTOFF, GRID = 50000.0, 30.0, 36
MIX, TOL = 0.6, 1e-12


def w(q):
    return 2 * A * kappa / (q**2 + kappa**2)


def g(q):
    return np.exp(-0.5 * (sigma * q)**2)


def pair_transform(q):
    return Z**2 * w(q) * g(q)**2


def plane_waves(k, length, cutoff):
    """Integers m with kinetic energy of k + 2 pi m / length below the cutoff."""
    m = np.arange(-60, 61)
    return m[0.5 * (k + 2 * np.pi * m / length)**2 <= cutoff]


def hamiltonian(k, m, length, v_fourier):
    kinetic = 0.5 * (k + 2 * np.pi * m / length)**2
    return np.diag(kinetic) + v_fourier[(m[:, None] - m[None, :]) % len(v_fourier)]


def on_grid(coefficients, m, points):
    """Periodic function sum_m c_m exp(2 pi i m x / length) on the grid."""
    box = np.zeros(points, complex)
    box[m % points] = coefficients
    return points * np.fft.ifft(box)


def ground_state(cells, shifts, num_k, cutoff=CUTOFF):
    """Self-consistent state of a cell holding `cells` ions moved by `shifts`."""
    length, points = cells * a, cells * GRID
    G = 2 * np.pi * np.fft.fftfreq(points, 1 / points) / length
    positions = a * np.arange(cells) + np.array(shifts, float)
    phases = np.exp(-1j * np.outer(positions, G))
    rho = Z * g(G) * phases.sum(axis=0) / length
    k_list = (np.arange(num_k) + 0.5) * 2 * np.pi / (length * num_k)
    n = np.full(points, Z / a)
    for _ in range(400):
        v = w(G) * (np.fft.fft(n) / points - rho)
        v = v + np.fft.fft(-4 / 3 * c * np.cbrt(n)) / points
        n_new, kinetic = np.zeros(points), 0.0
        for k in k_list:
            m = plane_waves(k, length, cutoff)
            vectors = np.linalg.eigh(hamiltonian(k, m, length, v))[1]
            for band in range(cells):
                coef = vectors[:, band]
                n_new += 2 / (num_k * length) * abs(on_grid(coef, m, points))**2
                kinetic += 2 / num_k * np.sum(
                    abs(coef)**2 * 0.5 * (k + 2 * np.pi * m / length)**2)
        change = np.max(abs(n_new - n))
        if change < TOL:
            break
        n = (1 - MIX) * n + MIX * n_new
    assert change < TOL, "ground state not self-consistent"
    n = n_new
    charge = np.fft.fft(n) / points - rho
    energy = (kinetic + 0.5 * length * np.sum(w(G) * abs(charge)**2)
              - c * length * np.mean(n**(4 / 3)))
    force = -np.sum(w(G) * np.real(np.conj(charge) * 1j * G * Z * g(G) * phases[0]))
    return SimpleNamespace(n=n, v=v, G=G, k=k_list, energy=energy, force=force)


def ion_ion(q):
    G = 2 * np.pi / a * np.arange(-40, 41)
    return np.sum((q + G)**2 * pair_transform(q + G) - G**2 * pair_transform(G)) / a


def linear_response(q, num_k, cutoff=CUTOFF):
    """Force constant C(q) and density response from the primitive cell alone."""
    gs = ground_state(1, [0.0], num_k, cutoff)
    Q = q + gs.G
    dv_ext = 1j * Q * Z * w(Q) * g(Q) / a
    kernel = -4 / 9 * c * gs.n**(-2 / 3)
    blocks = []
    for k in gs.k:
        m, mq = plane_waves(k, a, cutoff), plane_waves(k + q, a, cutoff)
        values, vectors = np.linalg.eigh(hamiltonian(k, m, a, gs.v))
        h_q = hamiltonian(k + q, mq, a, gs.v)
        valence = np.linalg.eigh(h_q)[1][:, 0]
        projector = np.outer(valence, valence.conj())
        one = np.eye(len(mq))
        # the added valence projector only removes the near-singularity
        inverse = np.linalg.inv(h_q + 5.0 * projector - values[0] * one)
        blocks.append((mq, (mq[:, None] - m[None, :]) % GRID, vectors[:, 0],
                       inverse, one - projector,
                       on_grid(vectors[:, 0], m, GRID).conj()))
    dn, unscreened = np.zeros(GRID, complex), None
    for _ in range(400):
        dv = dv_ext + w(Q) * np.fft.fft(dn) / GRID + np.fft.fft(kernel * dn) / GRID
        dn_new = np.zeros(GRID, complex)
        for mq, index, coef, inverse, conduction, bra in blocks:
            dpsi = -inverse @ (conduction @ (dv[index] @ coef))
            dn_new += 4 / (num_k * a) * bra * on_grid(dpsi, mq, GRID)
        if unscreened is None:
            unscreened = dn_new.copy()
        change = np.max(abs(dn_new - dn))
        if change < TOL:
            break
        dn = (1 - MIX) * dn + MIX * dn_new
    assert change < TOL, "linear response not self-consistent"

    def response_energy(density):
        return a * np.sum(np.real(dv_ext.conj() * np.fft.fft(density) / GRID))

    rigid = np.sum(gs.G**2 * Z * w(gs.G) * g(gs.G) * np.real(np.fft.fft(gs.n) / GRID))
    ions, response = ion_ion(q), response_energy(dn_new)
    return SimpleNamespace(C=response + rigid + ions, response=response, rigid=rigid,
                           ions=ions, dn=dn_new, gs=gs,
                           C_unscreened=response_energy(unscreened) + rigid + ions)


def frozen(num_k, u=0.005):
    """Curvature, force slope and density slope from the doubled cell."""
    rest = ground_state(2, [0.0, 0.0], num_k)
    by_energy, by_force, slope = [], [], []
    for step in (u, 2 * u):
        plus = ground_state(2, [step, -step], num_k)
        minus = ground_state(2, [-step, step], num_k)
        by_energy.append((plus.energy + minus.energy - 2 * rest.energy) / (2 * step**2))
        by_force.append(-(plus.force - minus.force) / (2 * step))
        slope.append((plus.n - minus.n) / (2 * step))

    def extrapolate(pair):
        return (4 * pair[0] - pair[1]) / 3

    return SimpleNamespace(energy0=rest.energy, raw=by_energy, raw_force=by_force, u=u,
                           C_energy=extrapolate(by_energy),
                           C_force=extrapolate(by_force), dn=extrapolate(slope))


q_edge = np.pi / a
meshes = (4, 8, 16, 32)
dfpt = {N: linear_response(q_edge, N) for N in meshes}
cell2 = {N: frozen(N // 2) for N in meshes}
x2 = a / GRID * np.arange(2 * GRID)
density_error = {}
for N in meshes:
    lr, fr = dfpt[N], cell2[N]
    assert abs(fr.energy0 - 2 * lr.gs.energy) < 1e-9
    assert abs(fr.C_energy - fr.C_force) < 1e-6
    assert abs(fr.C_force - lr.C) < 1e-6
    full_response = np.tile(lr.dn, 2) * np.exp(1j * q_edge * x2)
    density_error[N] = np.max(abs(full_response - fr.dn))
    assert density_error[N] < 1e-6

# Equal numbers of k-points in both cells are not a matched pair.
matched_gap = abs(cell2[4].C_force - dfpt[4].C)
unmatched_gap = abs(cell2[8].C_force - dfpt[4].C)
assert unmatched_gap > 1e-5 and unmatched_gap > 100 * matched_gap

# Ion-ion part by a direct sum over neighbours in real space.
dq = 0.005
q_fine = dq * np.arange(-3000, 3001)
ions_direct = 0.0
for l in range(1, 31):
    second = -np.sum(q_fine**2 * pair_transform(q_fine) * np.cos(q_fine * l * a))
    ions_direct += 2 * second * dq / (2 * np.pi) * (1 - np.cos(q_edge * l * a))
assert abs(ions_direct - ion_ion(q_edge)) < 1e-9

# A uniform translation costs no energy.
acoustic = linear_response(0.0, 8)
assert abs(acoustic.C) < 1e-6

main, froz = dfpt[16], cell2[16]
assert abs(main.C_unscreened - froz.C_force) > 1e-3
assert main.C > 0
m_edge = plane_waves(q_edge, a, CUTOFF)
bands = np.linalg.eigvalsh(hamiltonian(q_edge, m_edge, a, main.gs.v))
gap = bands[1] - bands[0]
assert gap > 1e-3
higher = linear_response(q_edge, 16, 2 * CUTOFF)
omega = np.sqrt(main.C / M)
omega_frozen = np.sqrt(froz.C_force / M)
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100

print(f"lattice constant a = {a:.1f} bohr, ion charge Z = {Z:.0f} e")
print(f"interaction A = {A:.1f} hartree, kappa = {kappa:.1f} 1/bohr")
print(f"ion width sigma = {sigma:.1f} bohr, local strength c = {c:.1f} a.u.")
print(f"ion mass M = {M:.0f} electron masses")
print(f"cutoff = {CUTOFF:.0f} hartree, grid points per primitive cell = {GRID}")
print(f"zone-boundary wave number = {q_edge:.6f} 1/bohr")
print("Force constants C in hartree/bohr^2")
for N in meshes:
    print(f"primitive k-points {N}, doubled-cell k-points {N // 2}:")
    print(f"  C linear response = {dfpt[N].C:.8f}")
    print(f"  C frozen, force   = {cell2[N].C_force:.8f}")
    print(f"  C frozen, energy  = {cell2[N].C_energy:.8f}")
print(f"4 and 2 points: |difference| = {matched_gap:.1e} hartree/bohr^2")
print(f"4 and 4 points: |difference| = {unmatched_gap:.3e} hartree/bohr^2")
print("Details for 16 primitive and 8 doubled-cell k-points")
print(f"band gap at zone boundary = {gap:.5f} hartree")
print(f"energy per primitive cell = {main.gs.energy:.8f} hartree")
print(f"energy per doubled cell   = {froz.energy0:.8f} hartree")
for i in (0, 1):
    print(f"u = {froz.u * (i + 1):.3f} bohr: C from energy = {froz.raw[i]:.8f}, "
          f"from force = {froz.raw_force[i]:.8f} hartree/bohr^2")
print(f"electronic response part = {main.response:.8f} hartree/bohr^2")
print(f"rigid-density part       = {main.rigid:.8f} hartree/bohr^2")
print(f"ion-ion part             = {main.ions:.8f} hartree/bohr^2")
print(f"ion-ion, direct sum      = {ions_direct:.8f} hartree/bohr^2")
print(f"C without induced potential = {main.C_unscreened:.8f} hartree/bohr^2")
print(f"largest density-response difference = {density_error[16]:.1e} 1/bohr^2")
print(f"C at q = 0 (8 k-points) = {acoustic.C:.1e} hartree/bohr^2")
print(f"C at doubled cutoff = {higher.C:.8f} hartree/bohr^2")
print(f"omega, linear response = {1000 * omega:.6f} millihartree")
print(f"omega, frozen (force)  = {1000 * omega_frozen:.6f} millihartree")
print(f"omega, linear response = {omega * to_cm:.3f} cm^-1")
print("success")
```

Output:

```
lattice constant a = 3.0 bohr, ion charge Z = 2 e
interaction A = 1.0 hartree, kappa = 0.4 1/bohr
ion width sigma = 0.5 bohr, local strength c = 0.3 a.u.
ion mass M = 50000 electron masses
cutoff = 30 hartree, grid points per primitive cell = 36
zone-boundary wave number = 1.047198 1/bohr
Force constants C in hartree/bohr^2
primitive k-points 4, doubled-cell k-points 2:
  C linear response = 0.49821391
  C frozen, force   = 0.49821391
  C frozen, energy  = 0.49821391
primitive k-points 8, doubled-cell k-points 4:
  C linear response = 0.49241598
  C frozen, force   = 0.49241598
  C frozen, energy  = 0.49241598
primitive k-points 16, doubled-cell k-points 8:
  C linear response = 0.49111214
  C frozen, force   = 0.49111214
  C frozen, energy  = 0.49111214
primitive k-points 32, doubled-cell k-points 16:
  C linear response = 0.49096691
  C frozen, force   = 0.49096691
  C frozen, energy  = 0.49096691
4 and 2 points: |difference| = 2.8e-10 hartree/bohr^2
4 and 4 points: |difference| = 5.798e-03 hartree/bohr^2
Details for 16 primitive and 8 doubled-cell k-points
band gap at zone boundary = 0.13572 hartree
energy per primitive cell = -0.09927721 hartree
energy per doubled cell   = -0.19855441 hartree
u = 0.005 bohr: C from energy = 0.49111586, from force = 0.49111959 hartree/bohr^2
u = 0.010 bohr: C from energy = 0.49112703, from force = 0.49114193 hartree/bohr^2
electronic response part = -0.54279908 hartree/bohr^2
rigid-density part       = 0.15221436 hartree/bohr^2
ion-ion part             = 0.88169685 hartree/bohr^2
ion-ion, direct sum      = 0.88169685 hartree/bohr^2
C without induced potential = 0.30354837 hartree/bohr^2
largest density-response difference = 2.4e-10 1/bohr^2
C at q = 0 (8 k-points) = -3.1e-16 hartree/bohr^2
C at doubled cutoff = 0.49111214 hartree/bohr^2
omega, linear response = 3.134046 millihartree
omega, frozen (force)  = 3.134046 millihartree
omega, linear response = 687.844 cm^-1
success
```
